# Bethe Logarithm of Hydrogen from Fock Symmetry and Coulomb Sturmians, part 2

We seek the Bethe logarithm of nonrelativistic hydrogen with a point nucleus of infinite mass. In Hartree atomic units, $H=p^2/2-1/r$ and $E_n=-1/(2n^2)$. For $\psi=|nl\rangle$, $\Delta_m=E_m-E_n$ and $\mathbf p_m=\langle m|\mathbf p|\psi\rangle$,

$$\ln k_0(nl)=\frac{n^3}{2}\sum_m|\langle m|\mathbf p|\psi\rangle|^2\,\Delta_m\ln|2\Delta_m| ,$$

over bound and continuum states. The sum rules of part (a) are $\sum_m|\mathbf p_m|^2=1/n^2$ and $\sum_m\Delta_m|\mathbf p_m|^2=2\delta_{l0}/n^3$.

At photon energy $k$, let $t=(1+2n^2k)^{-1/2}$, $\lambda=1/(nt)$, $x=(1-t)/(1+t)$ and $\epsilon=1-x^2=4t/(1+t)^2$. Expanding $P(k)=\langle\psi|\mathbf p\cdot(H-E_n+k)^{-1}\mathbf p|\psi\rangle$ in Sturmians gives $P=\sum_{N\ge1}nt\,W_N/(N-nt)$. The weights, also obtainable on the Fock sphere, have the Laguerre form

$$W_N=\sum_L\kappa_L\Pi_L(N)(2\lambda)^{2L+2}F_L^2,\qquad F_L=\sum_qf_{L,q}(-\partial_s)^q\big[(s-2\lambda)^ms^{-b}\big]. \tag{3}$$

Here $L=l\pm1$, $s=\lambda+1/n$, $m=N-L-1$, $b=N+L+1$ and $\Pi_L(N)=N\prod_{i=1}^L(N^2-i^2)$. The gradient of $\psi$ has angular factors $\kappa_L$ and radial functions $f_L=e^{-r/n}\sum_qf_{L,q}r^{L+q}$. The reduced radial function starts as $y_0r^{l+1}$, and $f_{l+1,0}=-y_0/(l+1)$.

Also $W_N=x^{2(N-n-1)}Q(N,t)$, with for 2S

$$Q=\frac{128\,t^4N(N^2-1)(1+t^2-Nt)^2}{(1+t)^{12}} .$$

For $N>n$, divide: $Q(N,t)=(N-nt)\,q(N,t)+Q(nt,t)$. With $q=\sum_r\alpha_r\binom{N-n-1+r}r$, the elementary integrand is

$$\mathcal E(t)=\frac{1-t^2}{4t^4}\Big[\sum_{N=1}^n\frac{W_N}{N-nt}+\sum_r\frac{\alpha_r}{\epsilon^{r+1}}\Big]-\frac1{2nt^3}+\frac{2\delta_{l0}}t ,$$

and $C_{nl}=\mathrm{PV}\!\int_0^1\mathcal E\,dt-2\delta_{l0}\ln n$. Poles at $t=N/n<1$ integrate to $\ln[(n-N)/N]$ times the residue. Then

$$\ln k_0=C_{nl}+\sum_{N>n}a_N,\qquad a_N=\int_0^1\frac{\rho(t)\,x^{2(N-n-1)}}{N-nt}dt,\qquad\rho=\frac{(1-t^2)Q(nt,t)}{4t^4}. \tag{4}$$

At small $t$, $\rho\propto t^{2l+1}$ with sign $(-1)^{l+1}$. In terms of $x$,

$$a_N=\int_0^1\frac{x^{2(N-n-1)}h(x)\,dx}{(N-n)+(N+n)x},\qquad h=\frac{2\rho}{1+x}.$$

With $h=\sum_kh_kx^k$, $\gamma=(N-n)/(N+n)$, $I_p=1/p-\gamma I_{p-1}$ and $I_0=\ln[2N/(N-n)]$, $a_N=\sum_kh_kI_{2(N-n-1)+k}/(N+n)=r_N+s_N\ln[2N/(N-n)]$, where $r_N$ is rational and $s_N=(-\gamma)^{2(N-n-1)}h(-\gamma)/(N+n)$.

## (e) The 2S series

**Problem.** Find $C_{20}$ and $a_N$ for 2S.

**Solution.** Let $u=1+t$. The prefactor is $\frac{1-t^2}{4t^4}\frac{128t^4}{u^{12}}=32(1-t)/u^{11}$. The term $N=1$ vanishes, so there is no principal value: 2S has no lower P level. The term $N=2$ is $\frac{32(1-t)}{u^{11}}\cdot\frac{6(1-t)^4}{x^2\,2(1-t)}=96(1-t)^2/u^9$.

Write $1+t^2-Nt=a-t(N-2t)$ with $a=1-t^2$. Squaring and dividing $(N^3-N)(\dots)^2$ by $N-2t$, the quotient is $a^2(N^2+2tN+4t^2-1)+(N^3-N)(t^2N-2t)$, where $-2at-2t^3=-2t$ was used, and the remainder is $2t(4t^2-1)a^2$. Let $\varphi_r=(N-2)(N-1)\cdots(N-3+r)$, for which $\sum_{N\ge3}\varphi_rx^{2(N-3)}=r!/\epsilon^{r+1}$. Then $N=\varphi_1+2$, $N^2=\varphi_2+3\varphi_1+4$, $N^3-N=\varphi_3+3\varphi_2+6\varphi_1+6$ and $N(N^3-N)=\varphi_4+2(N^3-N)$. The quotient sums to

$$\frac{24t^2}{\epsilon^5}-12t(1-t)\Big[\frac1{\epsilon^4}+\frac1{\epsilon^3}+\frac1{\epsilon^2}+\frac1\epsilon\Big]+a^2\Big[\frac2{\epsilon^3}+\frac{3+2t}{\epsilon^2}+\frac{3+4t+4t^2}\epsilon\Big].$$

Insert $1/\epsilon=u^2/(4t)$ and multiply by the prefactor:

$$\frac{3(1-t)}{4ut^3}-(1-t)^2\Big[\frac3{2t^3u^3}+\frac6{t^2u^5}+\frac{24}{tu^7}+\frac{96}{u^9}\Big]+(1-t)^3\Big[\frac1{t^3u^3}+\frac{6+4t}{t^2u^5}+\frac{8(3+4t+4t^2)}{tu^7}\Big].$$

The $u^{-9}$ term cancels the $N=2$ term. Equal powers of $u$ combine through $-\frac32+(1-t)=-(\frac12+t)$, $-6+(6+4t)(1-t)=-2t(1+2t)$ and $-24+8(3+t-4t^3)=8t(1-4t^2)$:

$$\mathcal E=\frac{3(1-t)}{4ut^3}-\frac{(1-t)^2(\frac12+t)}{t^3u^3}-\frac{2(1-t)^2(1+2t)}{tu^5}+\frac{8(1-t)^2(1-4t^2)}{u^7}-\frac1{4t^3}+\frac2t .$$

At $t=0$, use $(1-t)/u=1-2t+2t^2+\dots$ and $(1-t)^2/u^3=1-5t+13t^2+\dots$. The coefficient of $t^{-3}$ is $\frac34-\frac12-\frac14=0$, that of $t^{-2}$ is $-\frac32+(\frac52-1)=0$, and that of $t^{-1}$ is $\frac32-(\frac{13}2-5)-2+2=0$. Since $\mathcal E$ vanishes at infinity, it is the sum of its principal parts at $u=0$. With $t=u-1$ and $(1-t)^2=4-4u+u^2$: the first term gives $-3/(2u)$; the second has numerator $(-2+6u-\frac92u^2)(1+3u+6u^2)=-2+\frac32u^2+\dots$ over $u^3$; the third has $2(-4+12u-9u^2+2u^3)/(1-u)=-8+16u-2u^2+2u^3+2u^4+\dots$ over $u^5$; the fourth has $8(4-4u+u^2)(-3+8u-4u^2)=-96+352u-408u^2+192u^3-32u^4$ over $u^7$. Adding,

$$\mathcal E=\frac2u+\frac2{u^2}-\frac{36}{u^3}+\frac{208}{u^4}-\frac{416}{u^5}+\frac{352}{u^6}-\frac{96}{u^7}.$$

Integration over $1\le u\le2$ gives $2\ln2+1-\frac{27}2+\frac{182}3-\frac{195}2+\frac{341}5-\frac{63}4=2\ln2+\frac{187}{60}$. The term $-2\ln n$ removes the logarithm, so $C_{20}=187/60$.

From the remainder, $\rho=64t(4t^2-1)(1-t)^3/u^9=-64t(1-4t^2)x^3/u^6$. Substituting $u=2/(1+x)$ and $1-4t^2=(3x-1)(3-x)/(1+x)^2$ gives $h=-2x^3(1-x)(1+x)^2(3-x)(3x-1)$, so

$$\ln k_0(2S)=\frac{187}{60}-2\sum_{N\ge3}\int_0^1\frac{(1-x)(1+x)^2(3-x)(3x-1)\,x^{2N-3}}{(N-2)+(N+2)x}dx .$$

For $N=3$, $\gamma=\frac15$ and $s_3=-2\cdot\frac65\cdot\frac{16}{25}\cdot\frac{16}5\cdot(-\frac85)(-\frac1{125})/5=-24576/1953125$. The recursion gives $a_3=-\frac{4010501}{32812500}-\frac{24576}{1953125}\ln6=-0.144770344107$.

## (f) Rapid summation

**Problem.** How fast does (4) converge as it stands, and how can it be summed rapidly? Find the first two tail coefficients for 2S.

**Solution.** Put $x=e^{-\theta}$, so $t=\tanh(\theta/2)$ and

$$a_N=\int_0^\infty\frac{e^{-2N\theta}g(\theta)\,d\theta}{N-nt},\qquad g=\frac{h\,x^{-2n-1}}{1+x}.$$

Expand $1/(N-nt)=\sum_{j<J'}(nt)^j/N^{j+1}+(nt/N)^{J'}/(N-nt)$; since $t\le\theta/2$, the last piece contributes $O(N^{-2J'-2})$. Watson's lemma with $\int\theta^ie^{-2N\theta}d\theta=i!/(2N)^{i+1}$ then gives $a_N\sim\sum_pc_pN^{-p}$ with rational

$$c_p=\sum_{i+j+2=p}n^j\,\frac{i!}{2^{i+1}}\,[\theta^i]\big(g\tanh^j\tfrac\theta2\big).$$

*Parity.* In (3) put $\sigma=s-\lambda$; the bracket is $(\sigma-\lambda)^{N-L-1}(\sigma+\lambda)^{-N-L-1}$, unchanged under $N\to-N$, $\lambda\to-\lambda$. $\Pi_L$ is odd in $N$ and $x^{2N}$ is invariant. So the rational function $W_Nx^{-2N}=Qx^{-2n-2}$ is odd under the joint reversal, and at $N=nt$ it is odd in $t$. It is multiplied by $(1-t^2)/(4t^4)$ and $dt/d\theta=(1-t^2)/2$, both even, so $g$ is odd in $\theta$. Then $i+j$ is odd and all even $c_p$ vanish.

*Leading power.* $g\propto\theta^{2l+1}$ gives $a_N\sim N^{-(2l+3)}$ with sign $(-1)^{l+1}$. For S states $y_0^2=4\pi|\psi(0)|^2=4/n^3$, so $Q(nt,t)\simeq-nt(2nt)^4y_0^2=-64n^2t^5$, $\rho\simeq-16n^2t$, $g\simeq-4n^2\theta$ and $c_3=-n^2$. The bare series therefore converges as a power: for 2S the partial sum to $N=M$ lies above the limit by about $4\int_{M+1/2}^\infty dN/N^3=2/(M+\frac12)^2$, found to be $0.0012192$ at $M=40$. Nine decimals would take about $6\times10^4$ terms. The series is rapidly summable through its tail, with the Hurwitz function $\zeta(p,M+1)=\sum_{N>M}N^{-p}$:

$$\ln k_0=C_{nl}+\sum_{N=n+1}^Ma_N+\sum_{p\le J}c_p\,\zeta(p,M+1)+O(M^{-J-1})\quad(J\text{ odd}). \tag{5}$$

The expansion is asymptotic and convergence in $J$ is not claimed: $\tanh(\theta/2)$ has poles at $\pm i\pi$, so for fixed large $j$ the contributions grow like $i!/(2\pi N)^i$ times a power of $i$. It pays to sum a few terms explicitly before using the tail: for 2S at $J=11$ the error is $-2.2\times10^{-4}$ with $M=2$ and $-2.2\times10^{-8}$ with $M=5$.

*2S.* $g=-2(x^{-1}-x)(10-3x-3x^{-1})=-40\sinh\theta+12\sinh2\theta=-16\theta+\frac{28}3\theta^3+\dots$ Hence $c_3=-16/4=-4$. For $c_5$, $(j,i)=(0,3)$ gives $\frac{28}3\cdot\frac6{16}=\frac72$ and $(1,2)$ gives $2(-8)\frac28=-4$, so $c_5=-\frac12$. The same rule gives $c_7=59/8$, $c_9=875/32$, $c_{11}=10379/128$, $c_{13}=118955/512$.

## (g) The number

**Problem.** Evaluate $\ln k_0(2S)$, compare it with $2.811769893$, and interpret it beside other states with $n\le3$.

**Solution.** For $M=5$: $3.116666666667-0.144770344107-0.062410272749-0.032049723964=2.87743632585$. The tail with $J=11$ is $-0.06566645520$, and the sum is $2.81176987065$. Adding $a_6$ to $a_{10}$ gives the partial sum $2.829878844017$, and the tail with $J=21$ is $-0.018108950896$:

$$\ln k_0(2S)=2.829878844017-0.018108950896=2.811769893121 ,$$

which rounds to $2.811769893$. The absolute errors below are measured against (5) with $M=30$, $J=41$, which gives $2.81176989312056352$.

| $M$ | $J$ | error |
|---|---|---|
| 5 | 3 | $8.7\times10^{-5}$ |
| 5 | 11 | $-2.2\times10^{-8}$ |
| 10 | 11 | $-1.0\times10^{-11}$ |
| 10 | 21 | $-8.1\times10^{-20}$ |
| 20 | 21 | $-3.7\times10^{-26}$ |

At $M=10$, $J=11$ the first omitted term is about $c_{13}/(12\times10.5^{12})=1.1\times10^{-11}$, which accounts for the size and the sign of the error. These errors measure the convergence of (5), not its correctness. That is tested in the numerical check against the defining sum over bound states and integral over the Coulomb continuum, with agreement required to $10^{-13}$ for six states; the functions $f_L$ and $\kappa_L$, which both computations share, are tested by the two sum rules of part (a). The many digits belong to a mathematical constant of the stated Hamiltonian; recoil, relativity and nuclear size are outside it.

In the defining sum for 2S the bound states give $-0.046467908953$ and the continuum $2.858237802074$. The bound part is negative because $0<2\Delta<\frac14$ there. For an S state the weights $\frac{n^3}2\Delta|\mathbf p_m|^2$ add up to one, so $k_0$ has the dimension of an excitation energy, and for 1S and 2S, where no weight is negative, it is a geometric mean. For 2S, $k_0=e^{2.8117699}=16.63934$ Ry $=226.390$ eV with $1\text{ Ry}=13.605693$ eV, far above the ionization threshold of $\frac14$ Ry.

The same algebra gives:

| state | $C_{nl}$ | leading $c_p$ | $\ln k_0$ |
|---|---|---|---|
| 1S | 3.219627694 | $c_3=-1$ | 2.984128556 |
| 2P | −0.036127784 | $c_5=3/2$ | −0.030016709 |
| 3S | 3.095084406 | $c_3=-9$ | 2.767663612 |
| 3P | −0.046266059 | $c_5=9$ | −0.038190229 |
| 3D | −0.005196707 | $c_7=-15/2$ | −0.005232148 |

The leading powers and signs follow $2l+3$ and $(-1)^{l+1}$. For 2P the pole at $t=\frac12$ contributes $\ln1=0$; the $n=3$ states have a pole at $t=\frac23$ (3P also at $t=\frac13$), where the principal value gives $-\ln2$ (and $+\ln2$) times the residue, which is the weight $\frac{n^3}2\Delta|\mathbf p_m|^2$ of the lower level, so these states put the principal value to the test. For $l>0$ the weights add up to zero, so a change of energy unit inside the logarithm leaves $\ln k_0$ unchanged, and $k_0$ is then a pure number, not a mean energy.

## Calculated quantities

```
2S, t=0.4, lam=1.25 a.u.: W_2 = 0.2446940050 a.u. (Fock sphere = Laguerre form)
2S, t=0.4, lam=1.25 a.u.: W_3 = 0.0022194468 a.u. (Fock sphere = Laguerre form)
2S, t=0.4, lam=1.25 a.u.: W_6 = 0.1156419643 a.u. (Fock sphere = Laguerre form)
1S: C = 2*log(2) + 11/6 = 3.219627694453; leading c_3 = -1
1S: ln k0 series = 2.98412855576549761; direct = 2.9841285557655
2S: C = 187/60 = 3.116666666667; leading c_3 = -4
2S: ln k0 series = 2.81176989312056352; direct = 2.81176989312056
2S: direct bound part = -0.04646790895315, continuum part = 2.858237802074
2S: k = 0.7 hartree, t = 0.3892494721, P = 0.24362935518 a.u.
2P: C = -2992/25515 + 256*log(2)/2187 = -0.036127784469; leading c_5 = 3/2
2P: ln k0 series = -0.0300167086302129024; direct = -0.0300167086302129
3S: C = -2*log(3) + 3921802*log(2)/1953125 + 2303730067/590625000 = 3.095084405694; leading c_3 = -9
3S: ln k0 series = 2.76766361249182119; direct = 2.76766361249182
3P: C = -38916359/590625000 + 55296*log(2)/1953125 = -0.046266059194; leading c_5 = 9
3P: ln k0 series = -0.0381902293853124477; direct = -0.0381902293853124
3D: C = -10023709453/162421875000 + 3981312*log(2)/48828125 = -0.005196707430; leading c_7 = -15/2
3D: ln k0 series = -0.00523214814088300808; direct = -0.00523214814088301
2S: elementary integrand, coefficients of u^-1..u^-7: ['2', '2', '-36', '208', '-416', '352', '-96']
2S: a_3 = -4010501/32812500 + (-24576/1953125) ln 6
2S: a_3 = -0.14477034410742
2S: a_4 = -0.062410272749045
2S: a_5 = -0.032049723964464
2S: a_6 = -0.018553517475573
2S: a_7 = -0.011681880719419
2S: a_8 = -0.0078240285058664
2S: a_9 = -0.0054938208068329
2S: a_10 = -0.0040042343214628
2S: c_3 = -4 = -4
2S: c_5 = -1/2 = -0.5
2S: c_7 = 59/8 = 7.375
2S: c_9 = 875/32 = 27.34375
2S: c_11 = 10379/128 = 81.085938
2S: c_13 = 118955/512 = 232.33398
2S: M=5 J=3 partial 2.877436325846 tail -0.06557946449023 sum 2.81185686135551 err 8.7e-5
2S: M=5 J=11 partial 2.877436325846 tail -0.06566645519703 sum 2.81176987064872 err -2.2e-8
2S: M=10 J=3 partial 2.829878844017 tail -0.0180996699416 sum 2.81177917407498 err 9.3e-6
2S: M=10 J=11 partial 2.829878844017 tail -0.01810895090643 sum 2.81176989311015 err -1.0e-11
2S: M=10 J=21 partial 2.829878844017 tail -0.01810895089602 sum 2.81176989312056 err -8.1e-20
2S: M=20 J=21 partial 2.816526827698 tail -0.004756934577326 sum 2.81176989312056 err -3.7e-26
2S: error of bare partial sum at M=40 = 0.0012192
2S: sum of all a_N = -0.304896773546103
Rydberg energy = 13.60569312 eV
2S: k0 = 16.63934203 Ry = 226.38978 eV
```
